\section*{Positions, total forces and the virial of a periodic cell}

\section{The recipe and a two-ion chain}

\textbf{Q:} I am sampling an oxide for a ferroelectric capacitor and need its stress. My potential returns the total force $f_i$ on each ion. I wrap the positions $x_i$ into the cell, form
\begin{equation}
S=\sum_i x_i f_i ,
\end{equation}
and add the kinetic term. That is the virial, so I see no need for anything else from the potential.

\textbf{A:} Let us try it on a case small enough to do by hand. Take a one-dimensional periodic cell of length $L$ with one Hf and one O, and let O lie a distance $u$ to the right of Hf. For the moment keep only the two nearest-neighbour bonds, of lengths $u$ and $L-u$, with bond energy $\phi(r)$:
\begin{equation}
E=\phi(u)+\phi(L-u).
\end{equation}
What does your recipe give when O sits midway, $u=L/2$?

\textbf{Q:} The force on O is
\begin{equation}
f=-\frac{\partial E}{\partial u}=-\phi'(u)+\phi'(L-u),
\end{equation}
and Hf feels $-f$. With both ions inside the cell, $S=x_{\rm O}f-x_{\rm Hf}f=uf$. At the midpoint $f=0$, so $S=0$ and the chain is free of stress.

\textbf{A:} For which value of $L$?

\textbf{Q:} For any. But if I stretch the chain, both bonds are stretched and must pull. The forces cancel on each ion, yet the tension does not disappear. Something is missing from $S$.

\section{What the strain derivative contains}

\textbf{A:} Start from the definition. A homogeneous strain $\varepsilon$ multiplies every position and the cell length by $1+\varepsilon$. Define the static virial as
\begin{equation}
\Xi=-\left.\frac{d}{d\varepsilon}E\big((1+\varepsilon)x,(1+\varepsilon)L\big)\right|_{\varepsilon=0},
\end{equation}
where $E$ is the energy per cell. Since $dL=L\,d\varepsilon$, the static tension is $-\Xi/L$, positive when the chain pulls inward. The energy has two kinds of argument, so the chain rule gives two kinds of term:
\begin{equation}
\Xi=-\sum_i x_i\frac{\partial E}{\partial x_i}-L\left.\frac{\partial E}{\partial L}\right|_{x}.
\end{equation}
The total forces are $f_i=-\partial E/\partial x_i$ at fixed $L$. Hence
\begin{equation}
\Xi=S+B,\qquad B=-L\left.\frac{\partial E}{\partial L}\right|_{x}.
\label{eq:split}
\end{equation}
Nothing here assumed pair forces; $E$ need only be differentiable. Your recipe drops $B$.

\textbf{Q:} What is $B$ in the two-bond chain?

\textbf{A:} At fixed positions only the bond that crosses the boundary notices $L$, so $B=-L\phi'(L-u)$. Adding the two parts,
\begin{align}
S+B&=u\left[-\phi'(u)+\phi'(L-u)\right]-L\phi'(L-u)\\
&=-u\phi'(u)-(L-u)\phi'(L-u).
\end{align}
Each bond now enters with its own length. In this model $-B/L=\phi'(L-u)$ is the tension of the bond cut by the cell boundary.

\textbf{Q:} Then why does the sum of position times force work for a gas in a box?

\textbf{A:} There the walls exert the forces that balance the pressure, and the wall term carries the information. A periodic cell has no walls. For an isolated cluster with finite-range forces, which no boundary cuts, $E$ does not depend on $L$ at fixed positions. Then $B=0$, and $S$ is the full static virial.

For general pair energies, write $d=x_j-x_i+nL$ for the separation to image $n$ and count each pair once per cell. Strain multiplies $|d|$ by $1+\varepsilon$, whereas changing $L$ alone changes $|d|$ at the rate $n\,\mathrm{sgn}(d)$. Therefore
\begin{equation}
\Xi=-\sum_{\rm pairs}\phi'(|d|)\,|d|,\qquad
B=-\sum_{\rm pairs}\phi'(|d|)\,\mathrm{sgn}(d)\,nL .
\label{eq:pairs}
\end{equation}
Only pairs with $n\ne0$ enter $B$. Coulomb terms must be summed in neutral groups, because the separate sums over like and unlike charges diverge.

\section{Numbers for a stretched Hf--O chain}

\textbf{Q:} Is the missing part large at realistic bond strengths?

\textbf{A:} Give the ions charges $\pm1\,e$, let all images interact by Coulomb forces, and add a repulsion $Ae^{-r/\rho}$ between unlike ions. I choose a bond length $b=0.21$ nm, so that $L_0=2b=0.42$ nm, and $\rho=0.035$ nm. The lengths are rough values in the regime of hafnia; the charges are well below its formal ones ($+4$ and $-2$), and this is not a fitted potential.

To fix $A$, I ask for zero static tension at $L_0$ with O centred. Let $\kappa=e^2/4\pi\epsilon_0=1.43996$ eV\,nm. Each ion sees alternating charges at distances $mb$ on both sides. Half of each pair energy belongs to it, which cancels the factor two for the sides, and the cell holds two ions:
\begin{equation}
E_C=2\,\frac{\kappa}{b}\sum_{m=1}^{\infty}\frac{(-1)^m}{m}
=-\frac{2\kappa\ln2}{b}=-\frac{4\kappa\ln2}{L_0}=-9.506\ \text{eV}.
\end{equation}
Because $E_C\propto1/L$ under strain, its virial is $E_C$ itself. The repulsion must supply $+9.506$ eV. Its nearest bonds give $2A(b/\rho)e^{-b/\rho}$ with $b/\rho=6$; farther unlike pairs change this very little, and $A=319.6$ eV.

Now stretch by 1\,\%, to $L=0.4242$ nm, and keep O centred. Then $S=0$, while
\begin{equation}
\Xi=B=-0.370\ \text{eV},\qquad -\Xi/L=0.872\ \text{eV/nm}.
\end{equation}

\textbf{Q:} Can I see that size without a computer?

\textbf{A:} Yes, to leading order in strain. Two derivatives of the nearest-bond repulsion give $(b/\rho)\times9.506$ eV, and two derivatives of the Coulomb energy give $2E_C$. The stiffness is $(6-2)\times9.506=38.0$ eV, so a strain of 0.01 gives $dE/d\varepsilon\approx0.38$ eV, close to the 0.370 eV found.

With an area $a=0.05$ nm$^2$ per chain, the tensile stress is $-\Xi/(La)=2.79$ GPa. The recipe gives zero.

\section{Moving the origin}

\textbf{Q:} A centred ion is a special case. In a thermal snapshot the forces do not vanish, so perhaps $S$ recovers.

\textbf{A:} Displace O by 0.010 nm towards its right-hand neighbour, so $u=0.2221$ nm. The force on it is $f=-5.970$ eV/nm. Put Hf at 0.0500 nm and O at 0.2721 nm:
\begin{equation}
S=uf=0.2221\times(-5.970)=-1.326\ \text{eV}.
\end{equation}
Now shift the whole crystal by 0.2 nm. Hf moves to 0.2500 nm; O leaves the cell and is wrapped to 0.0479 nm. No distance between ions or images has changed, but
\begin{equation}
S=(u-L)f=-0.2021\times(-5.970)=1.207\ \text{eV}.
\end{equation}
The two values differ by $Lf=-2.532$ eV. The boundary term changes from $1.172$ to $-1.360$ eV, and both origins give
\begin{equation}
\Xi=-1.326+1.172=1.207-1.360=-0.154\ \text{eV}
\end{equation}
to rounding. In stress, $S$ alone would report $+10.0$ GPa or $-9.1$ GPa, depending on the origin. The static value is $+1.16$ GPa.

\textbf{Q:} Could I average over origins and remove the arbitrariness?

\textbf{A:} You would remove the signal too. Under a uniform distribution of shifts, each wrapped position has mean $L/2$, while the forces are unchanged. Thus
\begin{equation}
\overline S=\frac L2\sum_i f_i=0,
\end{equation}
because an energy that depends only on separations has $\sum_i f_i=0$. For our chain, a fraction $u/L$ of the shifts puts O, but not Hf, past the boundary, and the weighted sum is
\begin{equation}
\left(1-\frac uL\right)uf+\frac uL(u-L)f=0 .
\end{equation}
The argument holds for any number of ions. In a fluid whose configurations are sampled uniformly over translations, the wrapped sum averages to zero, and the kinetic term is left alone: the recipe returns the ideal-gas pressure whatever the interactions.

\textbf{Q:} And $\Xi$ has a mechanical meaning that no origin can spoil?

\textbf{A:} For forces of finite range, cut the chain at a plane and add the tensions $\phi'(|d|)$ of all pairs that straddle it. As the plane moves through one cell, a pair and its periodic copies are cut over a total length $|d|$. The integral of the cut tension is therefore $\sum\phi'(|d|)|d|=-\Xi$, and its mean over planes is $-\Xi/L$.

The repulsive part of the displaced chain shows this. The tension is $-16.02$ eV/nm in the gap of length $u$ and $-28.36$ eV/nm in the other; the negative sign means a push. Their average, weighted by gap length, is
\begin{equation}
\frac{0.2221(-16.02)+0.2021(-28.36)}{0.4242}=-21.90\ \text{eV/nm},
\end{equation}
which was tested against the strain derivative of the repulsive energy. I leave the Coulomb part out of this picture because its sums over like and unlike straddling pairs diverge separately, so the charges would have to be added in neutral groups.

\section{Sampling with unwrapped positions}

\textbf{Q:} Then I will store unwrapped positions. In a solid they never jump.

\textbf{A:} That removes the jumps. Let us compute the average. Use classical sampling with the centre of mass at rest, so $u$ is the one coordinate, with probability density $p(u)=e^{-E/kT}/Z$ and $Z=\int e^{-E/kT}du$. The integral covers the bound well, $0.3L<u<0.7L$. The limits matter because the model has an unphysical Coulomb collapse at very small separation; they lie about 13 rms displacements from the centre, where $p$ is negligible. With $f=-\partial E/\partial u$,
\begin{align}
\langle S\rangle&=\frac1Z\int u\left(-\frac{\partial E}{\partial u}\right)e^{-E/kT}du
=\frac{kT}{Z}\int u\,\frac{\partial}{\partial u}e^{-E/kT}\,du\\
&=\frac{kT}{Z}\left[u\,e^{-E/kT}\right]_{\rm limits}-\frac{kT}{Z}\int e^{-E/kT}du=-kT .
\end{align}
The bracket vanishes at the edges of the well. The kinetic term of the relative motion is $+kT$. What stress do you report?

\textbf{Q:} Zero, at every strain for which the chain stays bound. So unwrapping replaces a number that jumps by one that is smooth and equally uninformative.

\textbf{A:} The correct average follows from the free energy $F=-kT\ln Z$. Put $u=sL$, so that strain leaves $s$ and its limits fixed:
\begin{equation}
Z=L\int e^{-E(sL,L)/kT}ds .
\end{equation}
The prefactor $L$ contributes $-kT$ to $dF/d\varepsilon$, and the exponent contributes $\langle dE/d\varepsilon\rangle=-\langle\Xi\rangle$:
\begin{equation}
\frac{dF}{d\varepsilon}=-\langle\Xi\rangle-kT .
\end{equation}
At 300 K, $kT=0.0259$ eV and $\langle\Xi\rangle=-0.2768$ eV, so $dF/d\varepsilon=0.2509$ eV, or a tensile stress of 1.90 GPa. Direct differentiation of $F$ was tested against this relation and agrees.

\textbf{Q:} Why is $\langle\Xi\rangle$ weaker than the static $-0.370$ eV?

\textbf{A:} By reflection symmetry, $\Xi$ is even in the displacement from the centre, so its first correction is quadratic. A displacement of 0.010 nm raised it by $0.370-0.154=0.216$ eV. The thermal rms displacement is 0.00656 nm, and the quadratic estimate is
\begin{equation}
-0.370+0.216\left(\frac{0.00656}{0.010}\right)^2=-0.277\ \text{eV},
\end{equation}
in agreement with the sampled mean.

\textbf{Q:} What if I wrap, but the solid does not drift?

\textbf{A:} It depends on where the boundary lies. If no ion crosses it, you are back to $-kT$. Suppose instead that it lies at the mean site of O, with positions measured in a frame where Hf stays at $L/2$. Write $y=u-L/2$. For $y<0$ wrapping adds $L$ to the position of O, so
\begin{equation}
S=(y-L/2)f+L f\,\theta(-y),
\end{equation}
where $\theta$ is the unit step. The mean of $f$ is zero and $\langle yf\rangle=-kT$, by the same integration by parts. The last term integrates over half the well:
\begin{equation}
L\langle f\theta(-y)\rangle=\frac{LkT}{Z}\int_{y<0}\frac{\partial}{\partial y}e^{-E/kT}dy=LkT\,p,
\end{equation}
with $p$ the density at $y=0$. Here $p=60.4$ nm$^{-1}$, and
\begin{equation}
\langle S\rangle=-kT+LkTp=-0.026+0.662=0.636\ \text{eV}.
\end{equation}
This false virial is more than twice the size of $\langle\Xi\rangle$ and has the opposite sign.

\section{Use in practice, and the real oxide}

\textbf{Q:} What should I ask of my potential?

\textbf{A:} Either of two things. You can evaluate the energy with positions and cell strained together by $\pm\varepsilon$ and take
\begin{equation}
\Xi\approx-\frac{E(+\varepsilon)-E(-\varepsilon)}{2\varepsilon},
\end{equation}
with $\varepsilon$ small enough that the leading error, $\varepsilon^2/6$ times the third strain derivative of $E$, is negligible, and large enough that rounding errors do not dominate. The curvature of $E$ cancels in the difference. This also serves for a many-body or machine-learned energy. Changing the cell at fixed positions would give $B$ alone. For pair forces you can instead use Eq.~(\ref{eq:pairs}), with the true separation of every image. Keeping just the nearest image is not enough in so small a cell: for $u\ne L/2$ it retains one of the two bonds.

\textbf{Q:} May I quote 1.90 GPa for a hafnia film?

\textbf{A:} No. Some inputs are reasonable: a film strain of 1\,\% is a plausible rough size, and the chosen area gives $La/2\approx0.011$ nm$^3$ per atom, roughly that of hafnia. The static ratio $2.79\ \text{GPa}/0.01=279$ GPa is of the order of the stiffness of the oxide, but that match is accidental: with $A$ refitted it scales as the square of the ion charge, and it does not survive the neighbouring chains. But a real film is three-dimensional. Put parallel chains on a square lattice of spacing $\sqrt a$, with unlike ions face to face on neighbouring chains. Keep only the four nearest neighbours of our chain, and assign half of each interaction between chains to ours. With O centred, this electrostatic energy alone adds $7.24$ eV to $\Xi$ at zero strain, about twenty times the 0.370 eV signal, and a further $0.12$ eV on stretching. Chains farther away cancel part of this: the whole lattice adds about $4.9$ eV, still some thirteen times the signal. Restoring zero tension would require a repulsion about half as strong, and at fixed lateral spacing the stiffness would fall from 38 eV to about 9 eV, or roughly 65 GPa. Of the omissions sized here, this is the largest.

Two others are smaller. The vibration quantum is 41 meV, above $kT$, and the quantum correction to $-dF/d\varepsilon$, kinetic term included, is $+0.024$ eV in the harmonic approximation, which lowers the thermal tension by about 10\,\%. A field of 3 MV/cm, a rough operating value for such capacitors, acting on charge $e$ over 0.010 nm gives 0.003 eV, about 2\,\% of the static virial of the displaced snapshot. This takes the dipole of the cell to be zero when O is centred; in a periodic crystal that reference has to be chosen, and the field term depends on it: counting the dipole as $eu$ or $e(u-L)$ gives a term of size 0.067 or 0.061 eV, about 40\,\% of that virial. The two-ion cell also samples a single vibration and no transverse motion; I have not sized those omissions. The GPa values describe this chain, while Eq.~(\ref{eq:split}) carries over to the full crystal, with one strain derivative for each component of the strain. The numerical output lists the main values used here.

\textbf{Q:} So zero force on every ion tells me that the ions have relaxed inside their cell. Whether the cell itself has relaxed is a separate question, and total forces alone cannot answer it.

\section*{Numbers as computed}
\begin{verbatim}
Bond length, unstrained: 0.210 nm
Repulsion range: 0.035 nm
Repulsion strength A: 319.57 eV
Coulomb constant ke^2: 1.43996 eV nm
Coulomb energy, unstrained cell: -9.5058 eV
Area per chain: 0.050 nm^2
Unstrained cell length: 0.4200 nm
Strain: 1.0 %
Stretched cell length L: 0.4242 nm
Centred O: |S|: 0.0000 eV
Centred O: boundary term B: -0.3700 eV
Centred O: virial Xi: -0.3700 eV
Centred O: static tension: 0.8721 eV/nm
Centred O: static tensile stress: 2.79 GPa
O displacement: 0.010 nm
Displaced O: separation u: 0.2221 nm
Displaced O: force on O: -5.9698 eV/nm
Origin 1: Hf position: 0.0500 nm
Origin 1: O position: 0.2721 nm
Origin 1: S: -1.3259 eV
Origin 1: B: 1.1722 eV
Origin 1: Xi: -0.1537 eV
Origin 2: Hf position: 0.2500 nm
Origin 2: O position: 0.0479 nm
Origin 2: S: 1.2065 eV
Origin 2: B: -1.3602 eV
Origin 2: Xi: -0.1537 eV
Jump L*f: -2.5324 eV
False stress from S, origin 1: 10.02 GPa
False stress from S, origin 2: -9.11 GPa
True static stress, displaced O: 1.16 GPa
|S| averaged over origins: 0.0000 eV
Short-range cut tension, gap u: -16.0176 eV/nm
Short-range cut tension, gap L-u: -28.3637 eV/nm
Short-range cut tension, mean: -21.8996 eV/nm
Temperature: 300 K
Thermal energy kT: 0.02585 eV
Thermal rms O-Hf displacement: 0.00656 nm
Mean S, unwrapped: -0.02585 eV
Mean Xi: -0.27679 eV
Free-energy strain derivative: 0.25094 eV
Thermal tensile stress: 1.90 GPa
Density p at boundary: 60.37 1/nm
Mean S, boundary at O site: 0.6363 eV
Same from -kT + L*kT*p: 0.6362 eV
Neighbour chains: Xi, unstrained: 7.2384 eV
Neighbour chains: Xi, stretched: 7.3559 eV
Neighbour chains: change: 0.1175 eV
Vibration quantum: 40.74 meV
Quantum correction to Xi: 0.0241 eV
Applied field: 3.0 MV/cm
Field force times displacement: 0.0030 eV
\end{verbatim}
